# Does collective vibrational strong coupling enhance Raman scattering?: verification in Python

```python
"""Raman scattering under collective vibrational strong coupling.

Result under test: the integrated Stokes strength of harmonic molecules in
their ground state is conserved in the rotating-wave approximation (RWA) and
never raised by the full coupling with dipole self-energy. The coupling
redistributes it: polaritons receive the part of the Raman pattern that
overlaps the bright mode, and dark states receive the rest.

Symbols (hbar = 1, mass-weighted coordinates):
  wv, wc     vibrational and cavity frequencies
  lam        coupling of each molecule; Lambda = norm(lam)
  c          Raman amplitude of each molecule, including optical phase
  F          overlap of the Raman pattern with the bright mode, from 0 to 1
  strength   |<f| sum_i c_i Q_i |0>|^2 for a final state f
  share      strength divided by the total strength of free molecules
"""
from functools import reduce
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh

rng = np.random.default_rng(2718)


def bright_overlap(lam, c):
    return abs(np.dot(lam, c))**2 / (np.dot(lam, lam) * np.vdot(c, c).real)


def polariton_formula(wv, wc, Lambda):
    """Frequencies and shares of both polaritons when F = 1."""
    difference = np.sqrt((wc - wv)**2 + Lambda**2)
    total = np.sqrt((wc + wv)**2 + Lambda**2)
    low, high = (total - difference) / 2, (total + difference) / 2
    gap = high**2 - low**2
    share_low = wv * (wc**2 - low**2) / (low * gap)
    share_high = wv * (high**2 - wc**2) / (high * gap)
    return low, high, share_low, share_high


def total_formula(wv, wc, Lambda, F):
    r = (wv + wc) / np.sqrt((wv + wc)**2 + Lambda**2)
    return 1 - F * (1 - r)


def stiffness(K, cavity, lam, self_energy=True):
    """K: molecular stiffness; lam: one row for each cavity mode."""
    molecular = K + lam.T @ lam if self_energy else K
    cross = lam.T * cavity
    return np.block([[molecular, cross], [cross.T, np.diag(cavity**2)]])


def normal_mode_lines(M, c):
    squares, vectors = eigh(M)
    assert squares[0] > 0
    freq = np.sqrt(squares)
    strength = abs(c @ vectors[:len(c)])**2 / (2 * freq)
    return freq, strength


def fock_lines(wc, lam, c, rwa, levels=6):
    """Diagonalize molecules (wv = 1) and one cavity mode in Fock space."""
    ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
    count = len(lam) + 1
    ops = []
    for k in range(count):
        factors = [np.eye(levels)] * count
        factors[k] = ladder
        ops.append(reduce(np.kron, factors))
    a, b = ops[0], ops[1:]
    Q = [(x + x.T) / np.sqrt(2) for x in b]
    H = wc * (a.T @ a) + sum(x.T @ x for x in b)
    if rwa:
        collective = sum(l * x for l, x in zip(lam, b))
        exchange = a.T @ collective
        H = H + np.sqrt(wc) / 2 * (exchange + exchange.T)
    else:
        dipole = sum(l * x for l, x in zip(lam, Q))
        field = (a + a.T) / np.sqrt(2 * wc)
        H = H + wc * (field @ dipole) + dipole @ dipole / 2
    energy, states = eigh(H)
    raman_on_ground = sum(z * (x @ states[:, 0]) for z, x in zip(c, Q))
    strength = abs(states.T @ raman_on_ground)**2
    return energy[1:] - energy[0], strength[1:]


# Fock-space test: unequal couplings, complex Raman phases and detuning.
wc_test = 1.2
lam_test = np.array([1.0, 0.7, -0.5])
lam_test *= 0.6 / np.linalg.norm(lam_test)
c_test = np.array([1.0, 0.8 * np.exp(0.6j), 1.1 * np.exp(-0.9j)])
free_test = np.vdot(c_test, c_test).real / 2
F_test = bright_overlap(lam_test, c_test)

energy, strength = fock_lines(wc_test, lam_test, c_test, rwa=False)
fock_total = strength.sum() / free_test
assert abs(fock_total - total_formula(1, wc_test, 0.6, F_test)) < 1e-4
assert abs((energy * strength).sum() / free_test - 1) < 1e-4
low, high, s_low, s_high = polariton_formula(1, wc_test, 0.6)
for frequency, share in ((low, s_low), (high, s_high)):
    found = strength[abs(energy - frequency) < 0.01].sum() / free_test
    assert abs(found - F_test * share) < 1e-3

energy, strength = fock_lines(wc_test, lam_test, c_test, rwa=True)
rwa_total = strength.sum() / free_test
assert abs(rwa_total - 1) < 1e-9
G = 0.6 * np.sqrt(wc_test) / 2
detuning = wc_test - 1
root = np.sqrt(detuning**2 + 4 * G**2)
for sign in (-1, 1):
    frequency = (1 + wc_test + sign * root) / 2
    found = strength[abs(energy - frequency) < 0.01].sum() / free_test
    expected = F_test * (1 - sign * detuning / root) / 2
    assert abs(found - expected) < 1e-8

# General bound: disorder, intermolecular coupling and three cavity modes.
n = 8
noise = 0.03 * rng.normal(size=(n, n))
K = np.diag(rng.uniform(0.9, 1.1, n)**2) + (noise + noise.T) / 2
modes = np.array([0.8, 1.0, 1.3])
lam_many = 0.1 * rng.normal(size=(3, n))


def inverse_root(A):
    values, vectors = eigh(A)
    assert values[0] > 0
    return (vectors / np.sqrt(values)) @ vectors.T


full = stiffness(K, modes, lam_many)
bare = stiffness(K, modes, lam_many, self_energy=False)
change_full = eigh(inverse_root(full)[:n, :n] - inverse_root(K),
                   eigvals_only=True)
change_bare = eigh(inverse_root(bare)[:n, :n] - inverse_root(K),
                   eigvals_only=True)
assert change_full[-1] < 1e-11 and change_full[0] < -1e-5
assert change_bare[-1] > 1e-5
c_many = rng.normal(size=n) + 1j * rng.normal(size=n)
freq, strength = normal_mode_lines(full, c_many)
first_free = np.vdot(c_many, c_many).real / 2
inverse_free = np.vdot(c_many, np.linalg.solve(K, c_many)).real / 2
assert np.isclose((freq * strength).sum(), first_free, rtol=1e-10)
assert np.isclose((strength / freq).sum(), inverse_free, rtol=1e-10)

# Worked example; all frequencies are wavenumbers in cm^-1.
N, wv, wc, splitting, laser = 1000, 2000.0, 2000.0, 200.0, 15000.0
stokes = laser - wv
temperature = 300.0
position = (np.arange(N) + 0.5) / N
uniform = np.ones(N)
standing = np.sin(np.pi * position)
q_forward = np.pi * (laser - stokes) / wc
q_backward = np.pi * (laser + stokes) / wc
A_raman, B_raman = 1.0, 2.0
cosine = rng.uniform(-1, 1, N)
cases = [
    ("uniform", uniform, uniform),
    ("forward", standing, np.exp(1j * q_forward * position)),
    ("backward", standing, np.exp(1j * q_backward * position)),
    ("isotropic sample", cosine, A_raman + B_raman * cosine**2),
]
low, high, s_low, s_high = polariton_formula(wv, wc, splitting)
assert np.isclose(s_low, wv / (low + high), rtol=1e-10)
assert np.isclose(s_high, wv / (low + high), rtol=1e-10)

results = {}
for name, profile, c in cases:
    lam = splitting * profile / np.linalg.norm(profile)
    M = stiffness(wv**2 * np.eye(N), np.array([wc]), lam[None, :])
    freq, strength = normal_mode_lines(M, c)
    share = strength / (np.vdot(c, c).real / (2 * wv))
    F = bright_overlap(lam, c)
    assert np.allclose(freq[[0, -1]], [low, high], rtol=1e-9)
    assert np.allclose(freq[1:-1], wv, rtol=1e-9)
    assert np.allclose(share[[0, -1]], [F * s_low, F * s_high],
                       rtol=1e-5, atol=1e-10)
    assert abs(share[1:-1].sum() - (1 - F)) < 1e-8
    assert abs(share.sum() - total_formula(wv, wc, splitting, F)) < 1e-8
    photon = (share * ((laser - freq) / stokes)**3).sum()
    results[name] = (F, share[0], share[-1], share[1:-1].sum(),
                     share.sum(), photon)


def phase_overlap(q):
    return 8 * np.pi**2 * np.cos(q / 2)**2 / (np.pi**2 - q**2)**2


assert abs(results["forward"][0] - 0.5) < 1e-5
assert np.isclose(results["backward"][0], phase_overlap(q_backward),
                  rtol=2e-3)
for q in (0.0, 2.0, 7.0):
    direct = bright_overlap(standing, np.exp(1j * q * position))
    assert np.isclose(direct, phase_overlap(q), rtol=1e-4)

# Isotropic orientations: mean overlap from sampling and from moments.
A, B = A_raman, B_raman
mean_c2 = A**2 + 2 * A * B / 3 + B**2 / 5
mean_l2c2 = A**2 / 3 + 2 * A * B / 5 + B**2 / 7
kappa = mean_l2c2 / (mean_c2 / 3)
overlaps = []
for _ in range(20):
    u = rng.uniform(-1, 1, (500, N))
    c = A + B * u**2
    overlaps.append((u * c).sum(1)**2
                    / ((u**2).sum(1) * (c**2).sum(1)))
sampled_F = np.concatenate(overlaps).mean()
# Four standard errors of the sampled mean are about six per cent.
assert abs(sampled_F * N / kappa - 1) < 0.06

# Resonant coupling scan, with and without dipole self-energy.
scan = []
for eta in (0.1, 0.5, 0.9):
    values = []
    for keep in (True, False):
        M = stiffness(np.eye(1), np.ones(1), np.array([[eta]]), keep)
        _, strength = normal_mode_lines(M, np.ones(1))
        values.append(2 * strength.sum())
    s = np.sqrt(1 - eta**2)
    assert np.isclose(values[0], 1 / np.sqrt(1 + eta**2 / 4), rtol=1e-10)
    assert np.isclose(values[1], np.sqrt((1 + s) / 2) / s, rtol=1e-10)
    assert values[0] < 1 < values[1]
    scan.append((eta, *values))

to_meV = 100 * const.h * const.c / const.e * 1000
boltzmann = np.exp(-100 * const.h * const.c * low
                   / (const.k * temperature))
print(f"Number of molecules: {N}")
print(f"Vibration, cavity: {wv:.0f}, {wc:.0f} cm^-1")
print(f"Laser, free Stokes line: {laser:.0f}, {stokes:.0f} cm^-1")
print(f"Splitting: {splitting:.0f} cm^-1 = {splitting*to_meV:.2f} meV")
print(f"Lower, upper polariton: {low:.2f}, {high:.2f} cm^-1")
print(f"Boltzmann factor of lower polariton at {temperature:.0f} K: "
      f"{boltzmann:.2e}")
print(f"Forward, backward phase advance: {q_forward/np.pi:.1f}, "
      f"{q_backward/np.pi:.1f} pi rad")
print("Shares below are relative to the total of free molecules (unit 1)")
for name, values in results.items():
    F, lower, upper, dark, total, photon = values
    print(f"{name}: bright overlap F = {F:.4e}")
    print(f"  lower = {lower:.4e}, upper = {upper:.4e}")
    print(f"  dark = {dark:.6f}, total = {total:.6f}")
    print(f"  total with scattered-frequency factor = {photon:.6f}")
print(f"Uniform case, lower line / one free molecule: "
      f"{N*results['uniform'][1]:.2f}")
print(f"Uniform case, all lines / one free molecule: "
      f"{N*results['uniform'][4]:.2f}")
print(f"Isotropic Raman parameters A, B: {A:.1f}, {B:.1f} (relative)")
print(f"Isotropic kappa: {kappa:.4f}; kappa/N: {kappa/N:.4e}")
print(f"Isotropic mean F from {20*500} samples: {sampled_F:.4e}")
print("Resonant total / free total for F = 1:")
for eta, complete, incomplete in scan:
    print(f"  splitting parameter Lambda/wv = {eta:.1f}: "
          f"full {complete:.6f}, no self-energy {incomplete:.6f}")
print(f"Fock test: F = {F_test:.5f}, full total = {fock_total:.6f}, "
      f"RWA total = {rwa_total:.6f}")
print(f"Disordered multimode test, largest eigenvalue of change: "
      f"full {change_full[-1]:.2e}, no self-energy {change_bare[-1]:.2e}")
print("no test failed")
```

Printed output:

```
Number of molecules: 1000
Vibration, cavity: 2000, 2000 cm^-1
Laser, free Stokes line: 15000, 13000 cm^-1
Splitting: 200 cm^-1 = 24.80 meV
Lower, upper polariton: 1902.50, 2102.50 cm^-1
Boltzmann factor of lower polariton at 300 K: 1.09e-04
Forward, backward phase advance: 1.0, 14.0 pi rad
Shares below are relative to the total of free molecules (unit 1)
uniform: bright overlap F = 1.0000e+00
  lower = 4.9938e-01, upper = 4.9938e-01
  dark = 0.000000, total = 0.998752
  total with scattered-frequency factor = 0.998354
forward: bright overlap F = 5.0000e-01
  lower = 2.4969e-01, upper = 2.4969e-01
  dark = 0.500000, total = 0.999376
  total with scattered-frequency factor = 0.999177
backward: bright overlap F = 2.1313e-05
  lower = 1.0643e-05, upper = 1.0643e-05
  dark = 0.999979, total = 1.000000
  total with scattered-frequency factor = 1.000000
isotropic sample: bright overlap F = 5.5448e-04
  lower = 2.7689e-04, upper = 2.7689e-04
  dark = 0.999446, total = 0.999999
  total with scattered-frequency factor = 0.999999
Uniform case, lower line / one free molecule: 499.38
Uniform case, all lines / one free molecule: 998.75
Isotropic Raman parameters A, B: 1.0, 2.0 (relative)
Isotropic kappa: 1.6322; kappa/N: 1.6322e-03
Isotropic mean F from 10000 samples: 1.6162e-03
Resonant total / free total for F = 1:
  splitting parameter Lambda/wv = 0.1: full 0.998752, no self-energy 1.003778
  splitting parameter Lambda/wv = 0.5: full 0.970143, no self-energy 1.115355
  splitting parameter Lambda/wv = 0.9: full 0.911922, no self-energy 1.943877
Fock test: F = 0.36562, full total = 0.987116, RWA total = 1.000000
Disordered multimode test, largest eigenvalue of change: full -7.78e-10, no self-energy 5.55e-02
no test failed
```
